# Square-Lattice Ising Transition in the Square Cluster Approximation

## Question

I am learning the cluster variation method on the ferromagnetic Ising model on the square lattice,

$$E=-J\sum_{\langle ij\rangle}s_is_j,\qquad s_i=\pm1,\quad J>0,$$

with each nearest-neighbour bond counted once and no external field. With bonds as the largest clusters I get the Bethe value $k_BT_c/J=2.885$. The next exercise takes the elementary square as the largest cluster and asks me to show that $k_BT_c/J=2.426$, between the Bethe value and Onsager's $2.269$.

I am stuck in three places. I do not see where the weights of the cluster entropies come from. A square has 16 configurations, and I cannot see how to get a closed result from so many unknowns. And if I find where the disordered phase becomes unstable, how do I know that this is the transition, and that a first-order jump has not come earlier?

## Answer

Write $K=J/k_BT$. I assume that all squares share one distribution $p_4(s_1,s_2,s_3,s_4)$, with the sites numbered around the square, and that it has the symmetry of the square. This suits a uniform ferromagnet.

### Entropy weights

Split the entropy of each cluster into contributions from all its subclusters, $S_\alpha=\sum_{\beta\subseteq\alpha}\tilde S_\beta$. The approximation keeps the contributions $\tilde S_\beta$ that fit inside a square and drops the larger ones. The total entropy must contain each kept contribution once. If it is written as $\sum_\alpha a_\alpha S_\alpha$, then for every $\beta$ the weights of the clusters containing $\beta$ must add up to 1.

- A square is contained in no larger cluster, so $a_4=1$.
- Three sites of a square, or a diagonal pair, lie in one square. They are already counted once and get weight 0.
- A bond lies in two squares: $2+a_2=1$, so $a_2=-1$.
- A site lies in four squares and four bonds: $4-4+a_1=1$, so $a_1=1$.

There are one square, two bonds and one point per site. With $S_n=-\sum p_n\ln p_n$,

$$\frac{S}{Nk_B}=S_4-2S_2+S_1 .$$

For independent random spins this gives $(4-4+1)\ln2=\ln2$, as it should. With $c=\langle s_1s_2\rangle$, the energy per site is $-2Jc$, and the free energy per site $f$ obeys

$$\beta f=-2Kc+\sum p_4\ln p_4-2\sum p_2\ln p_2+\sum p_1\ln p_1 .$$

### From 16 unknowns to two

Take $p_2$ as the average of the four bond marginals of $p_4$, and $p_1$ as the average of its four site marginals. Also $2Kc=\tfrac K2\sum p_4\,(s_1s_2+s_2s_3+s_3s_4+s_4s_1)$. A change of $p_4$ therefore enters the bond term with a factor $2\times\frac14$ for each bond, and the point term with $\frac14$ for each site. At a stationary point the derivative with respect to $p_4$ is the same constant for every configuration, because of normalization:

$$\ln p_4=\text{const}+\frac K2\sum_{\rm bonds}ss'+\frac12\sum_{\rm bonds}\ln p_2(s,s')-\frac14\sum_{\rm sites}\ln p_1(s).$$

Functions of spins $\pm1$ have few independent terms. Here $\ln p_2=\text{const}+Ass'+B(s+s')$ and $\ln p_1=\text{const}+Cs$, where

$$A=\tfrac14\ln\frac{p_{++}p_{--}}{p_{+-}^2},\quad B=\tfrac14\ln\frac{p_{++}}{p_{--}},\quad C=\tfrac12\ln\frac{p_+}{p_-}.$$

Each site belongs to two bonds of the square, so $B$ enters with $2\times\frac12=1$. Hence

$$p_4\propto\exp\Big(L\sum_{\rm bonds}ss'+H\sum_{\rm sites}s\Big),\qquad L=\frac{K+A}2,\quad H=B-\frac C4 .$$

The square is a four-spin ring in which the rest of the lattice appears as an extra coupling and a field. At a stationary point with all $p_4>0$, only $L$ and $H$ remain unknown.

### Disordered phase

Set $H=0$ and $y=e^{4L}$. The bond sum is $4$, $0$ or $-4$:

| configurations | number | weight |
|---|---|---|
| aligned | 2 | $y$ |
| one spin flipped | 8 | $1$ |
| two adjacent flipped | 4 | $1$ |
| alternating | 2 | $1/y$ |

The norm is $Z=2y+12+2/y=2Q/y$ with $Q=y^2+6y+1$. Since $c$ is the mean of one quarter of the bond sum,

$$c=\frac{2y-2/y}{Z}=\frac{y^2-1}{Q},\qquad 1+c=\frac{2y(y+3)}Q,\qquad 1-c=\frac{2(3y+1)}Q .$$

Without magnetization $p_2=(1+css')/4$, so $e^{2A}=(1+c)/(1-c)$. From $2L=K+A$ we have $y=e^{2K}e^{2A}$, and therefore

$$e^{2K}=y\,\frac{1-c}{1+c}=\frac{3y+1}{y+3}. \tag{1}$$

The right side has derivative $8/(y+3)^2>0$. It rises from 1 at $y=1$ (infinite temperature) towards 3, so each $K$ with $0\le K<\frac12\ln3$ has one disordered solution.

### Where it becomes unstable

Add a small magnetization $m=\langle s\rangle$. The triplet correlation $r=\langle s_1s_2s_3\rangle$ is also odd under spin reversal and must be free to respond. Even changes do not mix with these at second order, by spin-reversal symmetry. With $M=\sum s$, the sum of the four triplet products is $s_1s_2s_3s_4\,M$, so

$$\delta p_4=\frac{M}{16}\,(m+r\,s_1s_2s_3s_4),\qquad \delta p_2=\frac{m(s+s')}4,\qquad \delta p_1=\frac{ms}2 .$$

The second-order change of $p\ln p$ is $(\delta p)^2/2p$, and the energy is linear in $p_4$ with no odd part. Thus

$$2\,\delta(\beta f)=\sum\frac{(\delta p_4)^2}{p_4}-2\sum\frac{(\delta p_2)^2}{p_2}+\sum\frac{(\delta p_1)^2}{p_1}.$$

**Points.** Two terms $(m^2/4)/(1/2)$ give $m^2$.

**Bonds.** Only $++$ and $--$ change, each by $\pm m/2$, with $p_2=(1+c)/4$. The sum is $2m^2/(1+c)$, which enters as $-4m^2/(1+c)$.

**Squares.** Let $a=y/Z$ and $b=1/Z$ be the probabilities of one aligned and one singly flipped configuration. Aligned squares have $M=\pm4$ and spin product $+1$, so $\delta p_4=\pm(m+r)/4$. Singly flipped ones have $M=\pm2$ and product $-1$, so $\delta p_4=\pm(m-r)/8$. The others have $M=0$. The sum is

$$\frac{(m+r)^2}{8a}+\frac{(m-r)^2}{8b}.$$

For fixed $m$ the two brackets add up to $2m$. The minimum over $r$ has $m+r=2ma/(a+b)$ and $m-r=2mb/(a+b)$, with value $m^2/[2(a+b)]$. Since $a+b=(y+1)/Z=y(y+1)/2Q$, this is $m^2Q/[y(y+1)]$.

Collecting the terms gives $\delta(\beta f)=\frac12Xm^2$ with

$$X=\frac{Q}{y(y+1)}-\frac{2Q}{y(y+3)}+1 .$$

Over the common denominator $y(y+1)(y+3)$ the numerator is

$$Q(y+3)-2Q(y+1)+y(y+1)(y+3)=Q(1-y)+y^3+4y^2+3y .$$

Because $Q(1-y)=-y^3-5y^2+5y+1$,

$$X=\frac{1+8y-y^2}{y(y+1)(y+3)} .$$

At $y=1$ this is $X=1$, the entropy cost of magnetizing free spins. On cooling, $X$ reaches zero at the positive root of $y^2-8y-1=0$, which is $y_c=4+\sqrt{17}$. Equation (1) then gives

$$e^{2K_c}=\frac{13+3\sqrt{17}}{7+\sqrt{17}}=\frac{(13+3\sqrt{17})(7-\sqrt{17})}{32}=\frac{40+8\sqrt{17}}{32}=\frac{5+\sqrt{17}}4,$$

$$\boxed{\frac{k_BT_c}{J}=\frac{2}{\ln\left[(5+\sqrt{17})/4\right]}=2.426}$$

### Is there an earlier jump?

To answer this, follow the solutions with $H\neq0$. Put $z=e^{2H}$ and sum the ring weights over $s_3,s_4$. Up to a common norm,

$$P_{++}=yz^2+2z+1,\quad P_{--}=\frac y{z^2}+\frac2z+1,\quad P_{+-}=z+\frac1z+1+\frac1y,$$

and $P_\pm=P_{\pm\pm}+P_{+-}$. The condition $4H=4B-C$ reads $z^2=(P_{++}/P_{--})(P_-/P_+)^{1/2}$, or, squared,

$$z^4P_{--}^2P_+=P_{++}^2P_- .$$

Let $k=2+1/y$ and $U(z)=zP_+=yz^3+3z^2+kz+1$. Then $z^2P_-=z^3U(1/z)$ and $z^2P_{--}=z^2+2z+y$. Multiplying the condition by $z^2$ gives

$$D(z)\equiv zR(z)-z^7R(1/z)=0,\qquad R=(z^2+2z+y)^2\,U .$$

The coefficients of $R$, from $z^7$ down to $z^0$, are

- $R_7=y$ and $R_6=4y+3$,
- $R_5=2y^2+4y+12+k$,
- $R_4=4y^2+6y+13+4k$,
- $R_3=y^3+12y+4+(2y+4)k$,
- $R_2=3y^2+2y+4+4yk$,
- $R_1=4y+ky^2$ and $R_0=y^2$.

The coefficient of $z^j$ in $D$ is $D_j=R_{j-1}-R_{7-j}$, with $R_{-1}=0$. So $D_{8-j}=-D_j$, $D_4=0$, and

$$D_8=y,\quad D_7=3+4y-y^2,\quad D_6=14+\tfrac1y-y,\quad D_5=y^2-4y+13+\tfrac4y .$$

This antisymmetry makes $D$ vanish at $z=\pm1$. The root $z=1$ is the disordered phase, and $z=-1$ is not allowed since $z>0$. Division by $z^2-1$ leaves a polynomial of degree 6 with coefficients

$$q_6=D_8=y,\quad q_5=D_7,\quad q_4=D_6+q_6=14+\tfrac1y,\quad q_3=D_5+q_5=16+\tfrac4y,$$

and $q_{6-j}=q_j$. Divide by $z^3$ and introduce $w=z+1/z\ge2$, using $z^2+z^{-2}=w^2-2$ and $z^3+z^{-3}=w^3-3w$. After multiplication by $y$ and sorting by powers of $y$,

$$G=(2-w^2)y^3+(w^3+4w^2-3w-8)y^2+(3w^2+14w+10)y+w+4=0. \tag{2}$$

For $w\ge2$ the first coefficient is negative. The second equals 10 at $w=2$ and increases with $w$, and the other two are positive. There is one sign change, so by Descartes' rule each $w$ has one positive $y$. The coupling follows from $y=e^{2K+2A}$:

$$e^{4K}=\frac{y^2P_{+-}^2}{P_{++}P_{--}}=\frac{(yw+y+1)^2}{y^2-2y+5+yw^2+2(y+1)w}. \tag{3}$$

At $w=2$, equation (2) becomes $-2(y+3)(y^2-8y-1)=0$. The ordered branch thus starts at $y_c$, where the disordered phase loses stability. What matters is the side of $K_c$ to which it goes. Using $y_c^2=8y_c+1$ and $y_c^3=65y_c+8$,

$$\partial_wG=-4y^3+25y^2+26y+1=-34y_c-6,\qquad \partial_yG=-6y^2+20y+50=-28y_c+44,$$

$$\frac{dy}{dw}=-\frac{\partial_wG}{\partial_yG}=-\frac{17y_c+3}{14y_c-22}=-1.538 .$$

At $w=2$ the denominator of (3) is $(y+3)^2$, so the logarithmic derivative is

$$\frac{d(4K)}{dw}=\frac{2y_c}{3y_c+1}-\frac{6y_c+2}{(y_c+3)^2}+\left(\frac6{3y_c+1}-\frac2{y_c+3}\right)\frac{dy}{dw}=0.640-0.410-0.087=0.143 .$$

It is positive, so order starts on the cold side and grows from zero. For small $H$, $w-2=4\sinh^2H\approx4H^2$ while $m\propto H$. Since $K-K_c\propto w-2$, this gives $m^2\propto T_c-T$, the mean-field law.

A first-order jump above $T_c$ would need the branch to turn back to $K<K_c$ at larger $w$. I have not proved that it cannot. In the numerical check $K$ rises steadily along the branch up to $w\approx10^4$, and direct minimization at $k_BT/J=2.45$, $2.5$ and $2.8$, from weakly and strongly magnetized starts, ends at $m=0$ each time. The same check finds the instability at $2.4257$ from a finite-difference Hessian, without the formula for $X$.

### Why the value lies between the other two

With bonds as the largest clusters, a site lies in four bonds and gets weight $1-4=-3$. In the disordered phase the terms that depend on $c$ are $-2Kc+2\sum p_2\ln p_2$. Their derivative vanishes when $2K=\ln[(1+c)/(1-c)]$, so $c=\tanh K$. The sums above give the magnetic curvature $4/(1+c)-3$, which vanishes at $c=\frac13$. Then $e^{2K}=2$ and $k_BT_c/J=2/\ln2=2.885$.

For the square approximation let $\tau=\tanh K$. Equation (1) gives

$$\tau=\frac{e^{2K}-1}{e^{2K}+1}=\frac{y-1}{2(y+1)} .$$

Since $Q=2(y+1)^2-(y-1)^2$, dividing the numerator and denominator of $c$ by $(y+1)^2$ yields

$$c=\frac{2\tau}{2-4\tau^2}=\frac{\tau}{1-2\tau^2}=\tau+2\tau^3+4\tau^5+8\tau^7+\dots$$

The Bethe result is the first term, the direct bond. The term $2\tau^3$ comes from the two three-bond detours around the squares that share this bond. At $K=0.01$ the exact $c$ exceeds the Bethe result by $2.000\,\tau^3$, but the square result by only $4.003\,\tau^7$. The square approximation therefore captures the short closed loops that the Bethe approximation lacks.

A larger $c$ does not by itself lower $T_c$: put into $4/(1+c)-3$, the square value of $c$ would move the zero up to $k_BT/J=3.47$. The lowering shows in the curvature. A weak field adds $-hm$ to $\beta f$, so $m=h/X$ and $1/X$ is the reduced susceptibility. With $y=(1+2\tau)/(1-2\tau)$,

$$\frac1X=\frac{(1+2\tau)(1-\tau)}{(1-2\tau)(1-\tau-4\tau^2)}=1+4\tau+12\tau^2+36\tau^3+100\tau^4+\dots,$$

while bonds give $(1+\tau)/(1-3\tau)=1+4\tau+12\tau^2+36\tau^3+108\tau^4+\dots$ The Bethe coefficient $108=4\cdot3^3$ counts all four-step walks that never step straight back. Eight of them go round a square and return to the start, and the square approximation removes them. Its susceptibility is smaller and diverges later, at $\tau=(\sqrt{17}-1)/8=0.390$ instead of $\frac13$.

Near the transition long loops matter, and no finite cluster of this kind holds them. At the square-approximation $T_c$ it gives $c=0.562$, while the exact value at that temperature is $0.588$. Taking Onsager's $k_BT_c/J=2/\ln(1+\sqrt2)=2.269$ as known, the Bethe value is 27% too high and the square value 6.9% too high. This ordering is shown here only for this lattice and these clusters.

### Numbers for a model magnet

Choose $J=1.00\times10^{-21}$ joule. Then

$$T_c=\frac{2.4257\times1.00\times10^{-21}}{1.380649\times10^{-23}}\ \text{K}=175.7\ \text{K},$$

compared with 209.0 K (Bethe) and 164.4 K (exact).

At this $T_c$, $y_c=8.123$ and $Z=16.246+12+0.246=28.492$. Each aligned square has probability $8.123/28.492=0.285$, each square with one spin or two adjacent spins flipped has $0.0351$, and each alternating one has $0.0043$. As a check, $c=2(0.2851-0.0043)=0.562$. More than half of all squares are already aligned, with up and down equally likely.

Below $T_c$ the magnetization rises quickly: $m=0.407$, $0.709$ and $0.913$ at $k_BT/J=2.4$, $2.3$ and $2.0$. Close to $T_c$ the computed ratio $m^2/(1-T/T_c)$ is about 18.9. At $k_BT/J=2.4$, where $1-T/T_c=0.0106$, the leading law would give $m\approx\sqrt{18.9\times0.0106}=0.45$, about 10% above the full solution. Even 1% below $T_c$, the square-root law is only a rough guide.

## Computed results

```
Entropy coefficients (square, bond, point) per site: 1, -2, 1
Critical ring weight y_c = 8.12311 (dimensionless)
exp(2 K_c) = 2.28078 (dimensionless)
K_c = 0.41226 (dimensionless)
k Tc/J, square approximation, formula = 2.42567
k Tc/J, square approximation, numerical Hessian = 2.42569
k Tc/J, Bethe, formula = 2.88539
k Tc/J, Bethe, numerical curvature = 2.88539
k Tc/J, exact, formula = 2.26919
k Tc/J, strips of width 7 and 8 = 2.2736
Bethe excess over exact Tc = 27.16 percent
Square excess over exact Tc = 6.90 percent
Curvature X at kT/J = 3, formula = 0.08486
Curvature X at kT/J = 3, numerical = 0.08486
Neighbour correlation at square Tc = 0.56155
Exact neighbour correlation at same T = 0.58813
Diagonal and four-spin correlation at square Tc = 0.43845
Probability of each aligned square (2 of them) = 0.28510
Probability of each one-flipped square (8) = 0.03510
Probability of each adjacent-pair square (4) = 0.03510
Probability of each alternating square (2) = 0.00432
dy/dw at onset of order = -1.5382
d(4K)/dw at onset, formula = 0.1431
d(4K)/dw at onset, numerical = 0.1431
m at kT/J = 1.8: branch 0.95708, direct minimum 0.95708
m at kT/J = 2.0: branch 0.91346, direct minimum 0.91346
m at kT/J = 2.2: branch 0.81696, direct minimum 0.81696
m at kT/J = 2.3: branch 0.70930, direct minimum 0.70930
m at kT/J = 2.4: branch 0.40668, direct minimum 0.40668
Largest |m| found at kT/J = 2.45, 2.5, 2.8: 4.3e-10
m^2/(1 - T/Tc) at 1 - T/Tc = 1e-4: 18.868
m^2/(1 - T/Tc) at 1 - T/Tc = 1e-5: 18.903
(c_exact - c_pair)/tau^3 at K = 0.01: 2.0004
(c_exact - c_square)/tau^7 at K = 0.01: 4.0026
Chosen coupling J = 1.00e-21 joule
Boltzmann constant = 1.380649e-23 joule/kelvin
Tc, Bethe = 209.0 K
Tc, square approximation = 175.7 K
Tc, exact = 164.4 K
```
